\section*{Copper line cross-section and constant scattering from its resistance slope}

\section*{The measurement}

A copper interconnect line of length $L=100\ \mu\mathrm{m}$ fills a trench 44 nm wide and 82 nm deep. A liner 2 nm thick covers the bottom and both side walls of the trench. Separate current and voltage contacts are used, so lead resistance does not enter. The readings, chosen as round numbers for this question, are
\[
R_1=1120\ \Omega\ \text{at}\ T_1=280\ \mathrm{K},\qquad
R_2=1200\ \Omega\ \text{at}\ T_2=320\ \mathrm{K}.
\]
Until part (e), assume that the line is uniform, that its dimensions are fixed, and that the liner carries no current. Assume also Matthiessen's rule: the resistivity is $\rho(T)=\rho_{\rm ph}(T)+\rho_0$, where $\rho_{\rm ph}$ is the phonon resistivity of bulk copper and $\rho_0$ does not depend on temperature.

\section*{(a) Two readings, two unknowns}

\textbf{Question.} Express the conducting area $A$ and $\rho_0$ through the readings and the bulk phonon resistivity. Which result needs the length?

\textbf{Answer.} Write $\rho_i=\rho_{\rm ph}(T_i)$. The two readings are
\begin{equation}
R_1=\frac{L}{A}(\rho_1+\rho_0),\qquad R_2=\frac{L}{A}(\rho_2+\rho_0).
\end{equation}
Subtraction removes $\rho_0$:
\begin{equation}
R_2-R_1=\frac{L}{A}(\rho_2-\rho_1)
\quad\Longrightarrow\quad
A=L\,\frac{\rho_2-\rho_1}{R_2-R_1}.
\label{area}
\end{equation}
For a small interval this becomes $A=L\,(d\rho_{\rm ph}/dT)/(dR/dT)$. The first reading then gives
\begin{align}
\rho_0&=\frac{R_1A}{L}-\rho_1
=\frac{R_1(\rho_2-\rho_1)-\rho_1(R_2-R_1)}{R_2-R_1}\nonumber\\
&=\frac{R_1\rho_2-R_2\rho_1}{R_2-R_1},
\label{rho0}
\end{align}
because the terms $-R_1\rho_1$ and $+R_1\rho_1$ cancel. The area needs $L$; $\rho_0$ does not. A positive $\rho_0$ requires $R_2/R_1<\rho_2/\rho_1$: the line must have a smaller relative rise than the bulk phonon resistivity.

If lead resistance $r$, constant in temperature, were included in both readings, their difference and hence $A$ would not change, but $\rho_0$ would rise by $rA/L$. This is why separate voltage contacts matter.

\section*{(b) The bulk phonon law}

\textbf{Question.} Use the Bloch--Gr\"uneisen law
\begin{equation}
\rho_{\rm ph}=C\,u^{-5}J(u),\quad
J(u)=\int_0^u\frac{x^5\,dx}{4\sinh^2(x/2)},\quad u=\frac{\Theta}{T},
\end{equation}
with the rough copper values $\Theta=320$ K and $\rho_{\rm ph}(300\ \mathrm{K})=17\ \mathrm{n\Omega\,m}$. Find its slope at 300 K and compare it with $\rho_{\rm ph}/T$.

\textbf{Answer.} Since $du/dT=-u/T$,
\begin{align}
T\frac{d\rho_{\rm ph}}{dT}&=-u\frac{d\rho_{\rm ph}}{du}
=5Cu^{-5}J(u)-Cu^{-4}\frac{u^5}{4\sinh^2(u/2)}\nonumber\\
&=5\rho_{\rm ph}-\frac{Cu}{4\sinh^2(u/2)}.
\end{align}
Numerical integration and the value at 300 K fix $C=77.21\ \mathrm{n\Omega\,m}$. With $u=320/300=1.067$, the last term is $65.9\ \mathrm{n\Omega\,m}$, so
\[
\frac{d\rho_{\rm ph}}{dT}=\frac{85.0-65.9}{300}
=0.0637\ \mathrm{n\Omega\,m/K}.
\]
By comparison, $\rho_{\rm ph}/T=0.0567\ \mathrm{n\Omega\,m/K}$. The slope is about 12\% larger.

The high-temperature expansion explains the difference. From
$x^2/[4\sinh^2(x/2)]=1-x^2/12+x^4/240-\cdots$, integration after multiplication by $x^3$ gives
\begin{equation}
\rho_{\rm ph}=\frac{C}{4u}\left(1-\frac{u^2}{18}+\frac{u^4}{480}-\cdots\right).
\end{equation}
To the first correction, $\rho_{\rm ph}=(C/4)(T/\Theta-\Theta/18T)$. Its logarithmic slope is
\[
\frac{T}{\rho_{\rm ph}}\frac{d\rho_{\rm ph}}{dT}
\simeq\frac{1+u^2/18}{1-u^2/18}\simeq1+\frac{u^2}{9}.
\]
At 300 K, $u^2/9=0.13$, close to the excess of 0.12 found above. Proportionality to $T$ is the limit $T\gg\Theta$, which room temperature does not reach for copper.

\section*{(c) Numerical separation}

\textbf{Question.} Calculate $A$ and $\rho_0$, and compare $A$ with the trench. What would follow if $\rho_{\rm ph}$ were taken as proportional to $T$, with the same value at 300 K?

\textbf{Answer.} Numerical integration of the bulk law gives $\rho_1=15.7224$ and $\rho_2=18.2698\ \mathrm{n\Omega\,m}$. The extra digits are kept because the two numbers will be subtracted. Equation (\ref{area}) gives
\[
A=\frac{(100\times10^{-6}\ \mathrm{m})(2.5474\times10^{-9}\ \Omega\,\mathrm{m})}
{80\ \Omega}=3.184\times10^{-15}\ \mathrm{m^2},
\]
or $3184\ \mathrm{nm^2}=0.00318\ \mu\mathrm{m}^2$. From equation (\ref{rho0}),
\[
\rho_0=\frac{1120(18.2698)-1200(15.7224)}{80}\ \mathrm{n\Omega\,m}
=19.94\ \mathrm{n\Omega\,m},
\]
or $1.99\ \mu\Omega\,\mathrm{cm}$. At 300 K the total is $36.94\ \mathrm{n\Omega\,m}$, of which $\rho_0$ supplies 54\%.

The full trench has area $44\times82=3608\ \mathrm{nm^2}$. Removing the liner leaves $40\times80=3200\ \mathrm{nm^2}$, within 0.5\% of the inferred area. Part (e) shows that the method is not accurate enough to give meaning to that small difference. Using the full trench area instead would overstate the resistivity by $3608/3184-1=13\%$.

If $\rho_{\rm ph}$ were proportional to $T$, its rise over 40 K would be $17(40/300)=2.267\ \mathrm{n\Omega\,m}$. The area would come out as $2833\ \mathrm{nm^2}$ and $\rho_0$ as $15.87\ \mathrm{n\Omega\,m}$, lower than the results above by 11\% and 20\%.

\section*{(d) Going to low temperature}

\textbf{Question.} Find the residual resistance as $T\to0$ and the resistance at 77 K. Why does a straight line through the readings fail to give the residual resistance?

\textbf{Answer.} The geometric factor is $L/A=31.40\ \Omega$ per $\mathrm{n\Omega\,m}$. Since $\rho_{\rm ph}\to0$ as $T\to0$, the residual resistance is $L\rho_0/A=626\ \Omega$. At 77 K the bulk law gives $\rho_{\rm ph}=2.03\ \mathrm{n\Omega\,m}$, and
\[
R(77\ \mathrm{K})=31.40\,(2.03+19.94)\ \Omega=690\ \Omega .
\]
A reading at 77 K would therefore examine the assumed phonon law and the constancy of $\rho_0$ together.

The straight line has slope $2\ \Omega/\mathrm{K}$ and intercept $1120-2(280)=560\ \Omega$. In terms of resistivity, its intercept is
\begin{equation}
\frac{R_1T_2-R_2T_1}{T_2-T_1}
=\frac{L}{A}\left[\rho_0+\frac{\rho_1T_2-\rho_2T_1}{T_2-T_1}\right].
\end{equation}
The second term in brackets is $-2.11\ \mathrm{n\Omega\,m}$. It is negative because the phonon slope exceeds $\rho_{\rm ph}/T$, and it lowers the intercept by $66\ \Omega$. The true curve must flatten on cooling; the straight line does not.

\section*{(e) Errors in the data and in the geometry}

\textbf{Question.} How does a small relative error $\epsilon$ in $R_2-R_1$, at fixed mean resistance, affect the two results? Estimate the effects of reading errors, the bulk data, varying area, thermal expansion, liner conduction and self-heating.

\textbf{Answer.} Let bars denote means of the two readings. From equation (\ref{area}), $\delta A/A=-\epsilon$ to first order. Averaging the two resistance equations gives $\rho_0=\bar RA/L-\bar\rho_{\rm ph}$, so
\begin{equation}
\delta\rho_0=-\epsilon\frac{\bar RA}{L}
=-\epsilon(\rho_0+\bar\rho_{\rm ph}),\qquad
\frac{\delta\rho_0}{\rho_0}=-\epsilon\left(1+\frac{\bar\rho_{\rm ph}}{\rho_0}\right).
\end{equation}
The factor in brackets is 1.85 here. It grows without limit as $\rho_0\to0$, so a small constant part in a nearly pure, wide line is hard to separate.

\textbf{Readings and bulk data.} If the readings are wrong by $-0.1$ and $+0.1\ \Omega$, then $\epsilon=0.2/80=0.25\%$; $A$ falls by 0.25\% and $\rho_0$ by 0.46\%. If the true interval is 40.5 K, centred on the same temperature, the values obtained with the correct temperatures are higher by 1.3\% and 2.3\%. An error of 0.5 K in the interval thus matters more here than resistance errors of $0.1\ \Omega$.

Raising $\Theta$ to 343 K, with $\rho_{\rm ph}(300\ \mathrm K)$ held fixed, raises $A$ by 1.6\% and $\rho_0$ by 3.0\%. Raising the whole phonon resistivity by 2\% raises both by 2\%, since equations (\ref{area}) and (\ref{rho0}) are linear in it.

\textbf{Varying area.} If area and $\rho_0$ vary along the line, $R=\int_0^L[\rho_{\rm ph}+\rho_0(x)]\,dx/A(x)$. Comparison with the uniform line shows that the method returns
\begin{equation}
A_{\rm app}=\frac{L}{\int_0^L dx/A},\qquad
\rho_{0,\rm app}=\frac{\int_0^L\rho_0\,dx/A}{\int_0^L dx/A}.
\end{equation}
Narrow places carry more weight. Take $A=A_m(1+s\sin\phi)$ over whole periods, and $\rho_0=cA_m/A$ to represent stronger scattering in narrow places. With $t=\tan(\phi/2)$,
\[
\left\langle\frac1{a+s\sin\phi}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{at^2+2st+a}
=\frac1{\sqrt{a^2-s^2}}\quad(a>|s|).
\]
Differentiating with respect to $a$ gives $\langle(a+s\sin\phi)^{-2}\rangle=a(a^2-s^2)^{-3/2}$. Setting $a=1$ yields $A_{\rm app}=A_m\sqrt{1-s^2}$ and $\rho_{0,\rm app}=c/(1-s^2)$. For $s=0.2$, these are 2.0\% below $A_m$ and 4.2\% above $c$.

\textbf{Expansion.} For this and the remaining effects, the true line is given the values of part (c), its readings are calculated with one effect added, and the simple method is applied. Shifts are relative to the true values. Let $g$ be the relative rate of change of $L/A$, and $b$ that of the total resistivity. To first order in the small changes,
\begin{equation}
\frac{A_{\rm app}}{A}=\frac{b}{b+g},\qquad
b=\frac{2.5474}{40(36.94)}=1.72\times10^{-3}\ \mathrm{K^{-1}}.
\end{equation}
A freely expanding line has $L/A\propto1/\text{length}$, so $g=-17\times10^{-6}\ \mathrm{K^{-1}}$ for a rough copper expansion coefficient of 17 ppm/K. The area appears 1.0\% too large.

If silicon, with coefficient 2.6 ppm/K, fixes the length while the sides are free of stress, a Poisson ratio of 0.34 gives a sideways expansion of $17+0.34(17-2.6)=21.9$ ppm/K. Then $g=2.6-2(21.9)=-41.2$ ppm/K. The area appears 2.4\% too large and $\rho_0$ 4.5\% too large. A damascene line is not free at its sides but confined by liner and dielectric; if all three dimensions followed silicon, $g=-2.6$ ppm/K and the shifts would be only 0.15\% and 0.3\%.

\textbf{Liner.} A parallel liner of constant resistance $R_l$ changes a copper resistance $R_c$ to $R_cR_l/(R_c+R_l)$. The difference of two such readings is
\[
R_l^2\,\frac{R_{c2}-R_{c1}}{(R_{c1}+R_l)(R_{c2}+R_l)},
\]
so the apparent area is multiplied by $(1+R_{c1}/R_l)(1+R_{c2}/R_l)$. A rough liner resistivity of $2000\ \mathrm{n\Omega\,m}$ and its area of $408\ \mathrm{nm^2}$ give $R_l=490\ \mathrm{k\Omega}$. The area appears 0.5\% too large. The shift is roughly inverse in the liner resistivity; $500\ \mathrm{n\Omega\,m}$ would give 1.9\%.

\textbf{Self-heating.} Let a current of $10\ \mu\mathrm{A}$ heat the line, with heat leaving straight down through 500 nm of oxide of conductivity $1.3\ \mathrm{W/(m\,K)}$ over the 44 nm trench width. The temperature rise at 300 K is
\[
\Delta T=\frac{I^2R}{L}\,\frac{500\ \mathrm{nm}}{(1.3\ \mathrm{W/(m\,K)})(44\ \mathrm{nm})}
=10\ \mathrm{mK}.
\]
Its effect on either result is about 0.001\%.

\section*{(f) When scattering contributions do not add}

\textbf{Question.} Examine diffuse wall scattering and grain-boundary scattering. When is each a constant addition to resistivity, and how much does the departure matter here?

\textbf{Answer.} First consider a film of thickness $d$, with resistivity $\rho_i$ and mean free path $\lambda$ in the absence of walls. Let $\mu$ be the cosine of an electron's direction relative to the film normal. After diffuse scattering at a wall, the electron's drift contribution recovers as $1-e^{-z/(\lambda\mu)}$ with distance $z$ from that wall. The square of the velocity component along the field, averaged around the normal, gives the weight $1-\mu^2$. Normalizing this weight and averaging over $z$, with $\kappa=d/\lambda$,
\begin{align}
\frac{\rho_i}{\rho}&=\frac32\int_0^1(1-\mu^2)
\left[1-\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right)\right]d\mu\nonumber\\
&=1-\frac{3}{2\kappa}\int_0^1\mu(1-\mu^2)
\left(1-e^{-\kappa/\mu}\right)d\mu .
\end{align}
For $\kappa\gg1$ the last integral tends to $1/4$, so $\rho\simeq\rho_i+3\rho_i\lambda/(8d)$. For free electrons, $\rho_i=m/(ne^2\tau)$ and $\lambda=v_F\tau$, hence
\begin{equation}
\rho_i\lambda=\frac{mv_F}{ne^2}
=\frac{\hbar(3\pi^2n)^{1/3}}{ne^2},
\end{equation}
which is independent of temperature at fixed $n$. Matthiessen's rule therefore holds for walls in the thick limit.

With $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\rho_i\lambda=0.657\ \mathrm{f\Omega\,m^2}$. Phonons alone give $\lambda=39$ nm at 300 K, close to the 40 nm side-wall spacing. Treat this pair of walls as a film and keep the total resistivity at 300 K fixed. A numerical root search then assigns $12.61\ \mathrm{n\Omega\,m}$ to other constant scattering, leaving $7.33\ \mathrm{n\Omega\,m}$ for the walls; the thick-limit formula gives 6.16. The simple method makes the area 2.2\% too large and $\rho_0$ 4.1\% too large, relative to the true area and the true excess over $\rho_{\rm ph}$ at 300 K. The overestimated area means that $\rho$ rises less than $\rho_{\rm ph}$: the wall contribution falls on heating. Diffuse scattering at the top and bottom of the line, left out here, would increase both shifts, to about 4\% and 7\% when all four walls are included.

For grain boundaries, the Mayadas--Shatzkes model takes boundary planes perpendicular to the current and multiplies the relaxation rate by the factor $1+a/|\mu|$, where $\mu$ is now measured from the current. Here $a$ is proportional to $\lambda$, and hence to $1/\rho_i$. Weighting the reduced relaxation time by $\mu^2$ gives
\begin{equation}
\frac{\rho_i}{\rho}=3\int_0^1\frac{\mu^3}{\mu+a}\,d\mu
\simeq1-\frac{3a}{2}\quad(a\ll1).
\end{equation}
Thus $\rho\simeq\rho_i+\tfrac32a\rho_i$, and the added term is constant for weak scattering. If grains supply the entire excess at 300 K, a root search gives $a=0.85$, which is not weak. The area then appears 2.7\% too small and $\rho_0$ 4.9\% too small. In this case $\rho$ rises more than $\rho_{\rm ph}$.

The two calculations share the same resistivity at 300 K but divide it differently. The value of $\rho_0$ alone cannot identify the mechanism.

\section*{(g) What may be reported}

\textbf{Question.} State the result for a real copper interconnect and its main limitations.

\textbf{Answer.} Within the model used here, the result is a copper area of about $3200\ \mathrm{nm^2}$ and a constant resistivity of about $20\ \mathrm{n\Omega\,m}$, conditional on the assumed bulk phonon law. This condition matters: the measured resistivity of pure copper rises by about $0.0675\ \mathrm{n\Omega\,m/K}$ near room temperature, some 6\% faster than the law used here. Using measured bulk values would raise the area by about 6\% and $\rho_0$ by about 10\%, to roughly $3380\ \mathrm{nm^2}$ and $22\ \mathrm{n\Omega\,m}$, so for a real line the measured bulk resistivity should be used. That area exceeds the $3200\ \mathrm{nm^2}$ left inside the liner by about 5.5\%, so the close agreement found in part (c) belongs to the assumed law and does not confirm the geometry. The dimensions represent a narrow damascene line, and the material parameters are rough typical values. Real lines break the assumptions of additive scattering and fixed geometry. In the cases calculated above, these move the area by up to about 4\% and $\rho_0$ by up to about 7\%, with wall and grain scattering acting in opposite directions so that they partly cancel when both are present; the figures are estimates for separate models, not bounds on the combined error. Strain and small dimensions can also change the phonon resistivity itself. Those changes have not been calculated, but any common scale error in $\rho_{\rm ph}$ passes in full to both results.
